# Positive semidefiniteness of the electron repulsion matrix and its Cholesky factorization, part 2

The question is why the two-electron integrals, arranged as a matrix over orbital pairs, have no negative eigenvalues. Hartree atomic units are used (lengths in bohr, energies in hartree). The $n$ orbitals $\phi_p$ are continuous, bounded and square integrable, not necessarily orthogonal. With $\rho_{pq}=\phi_p^*\phi_q$ and $r_{12}=|\mathbf r_1-\mathbf r_2|$,

$$(pq|rs)=\iint \frac{\rho_{pq}(\mathbf r_1)\,\rho_{rs}(\mathbf r_2)}{r_{12}}\,d^3r_1\,d^3r_2 .$$

Capital letters $I,J$ denote ordered pairs. Two matrices are distinguished: $V_{(pq),(rs)}=(pq|rs)$ and $M_{(pq),(rs)}=(qp|rs)$, which has $\rho_{pq}^*$ in place of $\rho_{pq}$. They coincide for real orbitals.

For a complex vector $c$, put $\rho=\sum_Jc_J\rho_J$ and $E[\rho]=\iint\rho^*(\mathbf r_1)\rho(\mathbf r_2)/r_{12}\,d^3r_1\,d^3r_2$. Write $\|\rho\|_1=\int|\rho|\,d^3r$ and $\|\rho\|_\infty$ for the upper bound of $|\rho|$; both are finite, which makes $\iint|\rho||\rho|/r_{12}$ finite. The transform is $\hat f(\mathbf k)=\int f(\mathbf r)\,e^{-i\mathbf k\cdot\mathbf r}\,d^3r$.

Two Gaussian integrals were derived:

$$\int_{-\infty}^\infty e^{-\beta u^2}e^{iux}\,du=\sqrt{\frac{\pi}{\beta}}\;e^{-x^2/4\beta},\tag{2}$$

$$e^{-t^2r^2}=\int\frac{d^3k}{(2\pi)^3}\Big(\frac{\pi}{t^2}\Big)^{3/2}e^{-k^2/4t^2}\,e^{i\mathbf k\cdot\mathbf r}.\tag{3}$$

The quadratic form of the Gaussian kernel is

$$E_t=\iint\rho^*(\mathbf r_1)\,\rho(\mathbf r_2)\,e^{-t^2r_{12}^2}\,d^3r_1\,d^3r_2=\int\frac{d^3k}{(2\pi)^3}\Big(\frac{\pi}{t^2}\Big)^{3/2}e^{-k^2/4t^2}\,|\hat\rho(\mathbf k)|^2 .$$

Inserting (3) and exchanging the integrals was justified because the plane wave has modulus 1, the positive weight in (3) integrates to 1, and $\|\rho\|_1$ is finite. Building $1/r$ from such Gaussians gave the theorem that $M$ is positive semidefinite,

$$c^\dagger Mc=E[\rho]=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\hat\rho(\mathbf k)|^2\ge0 ,\tag{4}$$

and, for individual elements,

$$M_{IJ}=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,\hat\rho_I(\mathbf k)^*\,\hat\rho_J(\mathbf k).\tag{5}$$

**Q.** Give me a case small enough to follow by hand.

**A.** Take two unit Gaussian charges, $\rho_1=(a/\pi)^{3/2}e^{-ar^2}$ at the origin and $\rho_2$ the same function centred at $\mathbf R$. Each is the square of a normalized $s$ orbital of exponent $a/2$, so the $2\times2$ matrix is a block of a repulsion matrix. Equation (2) with $u$ a space coordinate and $\beta=a$, used three times, gives $\int e^{-ar^2}e^{-i\mathbf k\cdot\mathbf r}d^3r=(\pi/a)^{3/2}e^{-k^2/4a}$. Thus $\hat\rho_1=e^{-k^2/4a}$, and shifting the integration variable gives $\hat\rho_2=e^{-k^2/4a}e^{-i\mathbf k\cdot\mathbf R}$. In (5) the angular integral of the phase is $4\pi\sin(kR)/(kR)$ and the constants combine to $4\pi\cdot4\pi/(2\pi)^3=2/\pi$:

$$V_{12}=\frac{2}{\pi}\int_0^\infty e^{-k^2/2a}\,\frac{\sin kR}{kR}\,dk .$$

Write $\sin(kR)/(kR)=\frac1R\int_0^R\cos(ks)\,ds$. Half of (2) with $\beta=1/2a$ gives $\int_0^\infty e^{-k^2/2a}\cos(ks)\,dk=\frac12\sqrt{2\pi a}\,e^{-as^2/2}$, and $\frac2\pi\cdot\frac12\sqrt{2\pi a}=\sqrt{2a/\pi}$. So

$$V_{12}=\sqrt{\frac{2a}{\pi}}\;\frac1R\int_0^Re^{-as^2/2}\,ds,\qquad V_{11}=V_{22}=\sqrt{\frac{2a}{\pi}},$$

the second being the case $R\to0$. Substituting $s=\sqrt{2/a}\,z$ makes the integral $\sqrt{2/a}\,\frac{\sqrt\pi}{2}\,\mathrm{erf}(\sqrt{a/2}\,R)$, and the prefactors cancel to $V_{12}=\mathrm{erf}(\sqrt{a/2}\,R)/R$.

The first form shows that $V_{12}$ is $V_{11}$ times the average of a function that is below 1, so $V_{12}<V_{11}$ for any $R>0$. The eigenvectors are $(1,\pm1)/\sqrt2$ with eigenvalues $V_{11}\pm V_{12}$. For $a=4$ bohr$^{-2}$ and $R=1.5$ bohr,

$$V_{11}=\sqrt{8/\pi}=1.595769,\qquad V_{12}=\mathrm{erf}(1.5\sqrt2)/1.5=0.664867,$$

$$\lambda_-=1.595769-0.664867=0.930902,\qquad\lambda_+=1.595769+0.664867=2.260636,$$

all in hartree. The lower eigenvalue belongs to the neutral combination, a finite dipole: its two halves attract each other, but by less than their self-repulsion. For large $R$, $V_{12}\to1/R$ and both eigenvalues approach $V_{11}$. For small $R$, $e^{-as^2/2}\approx1-as^2/2$ has the average $1-aR^2/6$, so $\lambda_-\approx V_{11}\,aR^2/6$ to leading order in $aR^2$. Two nearly identical densities give a small positive eigenvalue, which reaches zero only when they coincide.

**Q.** I am still not persuaded that the Fourier transform is essential. Would any positive repulsive kernel not do as well?

**A.** A counterexample decides it. Take $w(r)=r^2e^{-\gamma r^2}$, in hartree with $r$ in bohr, which is non-negative everywhere. It equals $-\partial_\gamma e^{-\gamma r^2}$, so its transform is minus the $\gamma$ derivative of $(\pi/\gamma)^{3/2}e^{-k^2/4\gamma}$. The logarithmic derivative of that expression is $-3/(2\gamma)+k^2/(4\gamma^2)$, hence

$$\hat w(k)=\Big(\frac\pi\gamma\Big)^{3/2}e^{-k^2/4\gamma}\Big(\frac{3}{2\gamma}-\frac{k^2}{4\gamma^2}\Big).$$

This is negative for $k^2>6\gamma$. With $\gamma=0.5$ bohr$^{-2}$ the sign changes at $k=\sqrt3=1.7321$ bohr$^{-1}$. Differentiating the formula for $E_t$ with respect to $t^2=\gamma$ shows that the quadratic form of $w$ is $\int\frac{d^3k}{(2\pi)^3}\hat w\,|\hat\rho|^2$, which is negative when enough of $|\hat\rho|^2$ lies beyond that wave number.

The same two charges show it. For the pure Gaussian kernel the two-density form of $E_t$ is

$$G(\gamma)=\int\frac{d^3k}{(2\pi)^3}\Big(\frac\pi\gamma\Big)^{3/2}e^{-k^2/4\gamma}\,e^{-k^2/2a}\,e^{-i\mathbf k\cdot\mathbf R}.$$

Let $b=a/2$, so that $1/2a=1/4b$ and $\frac{1}{4\gamma}+\frac{1}{4b}=\frac{1}{4\eta}$ with $\eta=b\gamma/(b+\gamma)$. Equation (3) with $t^2=\eta$, whose left side is even in $\mathbf r$, gives $\int\frac{d^3k}{(2\pi)^3}e^{-k^2/4\eta}e^{-i\mathbf k\cdot\mathbf R}=(\eta/\pi)^{3/2}e^{-\eta R^2}$. So $G=(\eta/\gamma)^{3/2}e^{-\eta R^2}=\big(\frac{b}{b+\gamma}\big)^{3/2}e^{-\eta R^2}$. With $d\eta/d\gamma=b^2/(b+\gamma)^2$, the matrix element of $w$ is

$$W(R)=-\frac{dG}{d\gamma}=\Big(\frac{b}{b+\gamma}\Big)^{3/2}e^{-\eta R^2}\Big[\frac{3}{2(b+\gamma)}+\frac{b^2R^2}{(b+\gamma)^2}\Big].$$

For $b=2$, $\gamma=0.5$, $R=1.5$ one has $b/(b+\gamma)=0.8$, $\eta R^2=0.4\times2.25=0.9$, and the two terms in the bracket are $0.6$ and $0.64\times2.25=1.44$. Then

$$W_{11}=0.8^{3/2}\times0.6=0.429325,\qquad W_{12}=0.8^{3/2}\,e^{-0.9}\times(0.6+1.44)=0.593472,$$

and the eigenvalues are $0.429325-0.593472=-0.164147$ and $0.429325+0.593472=1.022797$ hartree. The matrix is indefinite. The kernel vanishes at zero distance, so each charge repels itself weakly, and the cross term wins.

The converse implication fails too. The kernel $\cos(\mathbf k_0\cdot\mathbf r)\,e^{-\gamma r^2}$ takes negative values, yet writing the cosine as two exponentials shows that its transform is half the sum of two positive Gaussians centred at $\pm\mathbf k_0$, so its quadratic form is non-negative. Positivity in $\mathbf r$ and positivity in $\mathbf k$ are independent properties, and the pairing $(pq),(rs)$ needs the second.

**Q.** There is another way to write the integrals, $\langle pq|rs\rangle$. With the pairs $(pq),(rs)$ read from that symbol, is it the same theorem?

**A.** It is a different matrix with a different reason for being positive. In the physicists' ordering

$$\langle pq|rs\rangle=\iint\frac{\phi_p^*(\mathbf r_1)\phi_q^*(\mathbf r_2)\phi_r(\mathbf r_1)\phi_s(\mathbf r_2)}{r_{12}}\,d^3r_1\,d^3r_2=(pr|qs).$$

A pair now labels a two-electron product function instead of a one-electron density. With $\Psi(\mathbf r_1,\mathbf r_2)=\sum_{rs}c_{rs}\phi_r(\mathbf r_1)\phi_s(\mathbf r_2)$ the quadratic form is $\iint|\Psi|^2/r_{12}$. Here $\Psi^*$ and $\Psi$ are taken at the same pair of points, and pointwise positivity of the kernel is the whole argument. The form vanishes only if the continuous function $\Psi$ vanishes. For linearly independent orbitals that forces $c=0$: at fixed $\mathbf r_2$, independence in $\mathbf r_1$ gives $\sum_sc_{rs}\phi_s(\mathbf r_2)=0$ for each $r$, and independence in $\mathbf r_2$ gives $c_{rs}=0$. This matrix is positive definite and has the full rank $n^2$.

**Q.** And for the density pairing you say semidefinite. When does the form vanish?

**A.** It vanishes exactly when $\rho=\sum_Jc_J\rho_J$ is zero everywhere. One direction is immediate. For the other, suppose $E[\rho]=0$.

First, $\hat\rho$ is continuous. In $|\hat\rho(\mathbf k)-\hat\rho(\mathbf k')|\le\int|\rho|\,|e^{-i\mathbf k\cdot\mathbf r}-e^{-i\mathbf k'\cdot\mathbf r}|\,d^3r$, split space at radius $A$. Outside, the difference of phases is at most 2 and the contribution is at most $2\int_{r>A}|\rho|$, which is as small as desired for large $A$. Inside, $|e^{-i\alpha}-e^{-i\alpha'}|\le|\alpha-\alpha'|$ bounds the contribution by $|\mathbf k-\mathbf k'|A\|\rho\|_1$, which goes to zero as $\mathbf k'\to\mathbf k$.

Second, if $\hat\rho(\mathbf k_0)\ne0$ at some point, continuity keeps $|\hat\rho|^2$ above a positive number on a small ball. The weight $4\pi/k^2$ is strictly positive there, and (4) would be positive. So $\hat\rho\equiv0$.

Third, smooth $\rho$ with a normalized Gaussian and insert (3), exchanging integrals by the same absolute bound as before:

$$\rho_t(\mathbf r)=\Big(\frac{t^2}{\pi}\Big)^{3/2}\int e^{-t^2|\mathbf r-\mathbf r'|^2}\rho(\mathbf r')\,d^3r'=\int\frac{d^3k}{(2\pi)^3}\,e^{-k^2/4t^2}\,e^{i\mathbf k\cdot\mathbf r}\,\hat\rho(\mathbf k)=0 .$$

Substituting $\mathbf r'=\mathbf r+\mathbf s/t$ gives $\rho_t(\mathbf r)=\pi^{-3/2}\int e^{-s^2}\rho(\mathbf r+\mathbf s/t)\,d^3s$, and $\pi^{-3/2}\int e^{-s^2}d^3s=1$. As $t\to\infty$ this tends to $\rho(\mathbf r)$: the region of large $s$ contributes at most $\|\rho\|_\infty$ times a Gaussian tail, and on a bounded region of $\mathbf s$ continuity makes $\rho(\mathbf r+\mathbf s/t)$ approach $\rho(\mathbf r)$ uniformly. Since $\rho_t=0$ for every $t$, $\rho(\mathbf r)=0$ at every point.

The null space of $M$ follows. If $\rho\equiv0$ then $(Mc)_I=\iint\rho_I^*\rho/r_{12}=0$. If $Mc=0$ then $c^\dagger Mc=0$ and $\rho\equiv0$. So $M$ and the linear map $c\mapsto\sum_Jc_J\rho_J$ have the same null space, and since rank plus nullity is $n^2$ for both,

$$\operatorname{rank}M=\dim\operatorname{span}\{\rho_{pq}\}.\tag{6}$$

For real orbitals $\rho_{pq}=\rho_{qp}$. Any antisymmetric array $c_{pq}=-c_{qp}$ then gives $\rho=\sum_{p<q}(c_{pq}+c_{qp})\rho_{pq}=0$. There are $n(n-1)/2$ independent arrays of that kind, so the rank is at most $n^2-n(n-1)/2=n(n+1)/2$. For $n\ge2$ real orbitals the full $n^2\times n^2$ matrix is never positive definite.

**Q.** You set complex orbitals aside. Is the distinction between $M$ and $V$ more than pedantry?

**A.** It changes signs of eigenvalues. For complex orbitals $V_{IJ}=V_{JI}$ still holds by renaming the two electrons, so $V$ is symmetric. Its elements are in general complex, and a symmetric matrix with complex elements is not Hermitian. Even a real block of $V$ can be indefinite. Take real orbitals $p_x=xf(r)$ and $p_y=yf(r)$ on one centre and form $\phi_\pm=(p_x\pm ip_y)/\sqrt2$. Define the real functions $\alpha=(x^2-y^2)f^2$ and $\beta=xyf^2$. Since $\phi_+^*=\phi_-$,

$$\rho_{+-}=\phi_+^*\phi_-=\tfrac12(x-iy)^2f^2=\tfrac12(\alpha-2i\beta),\qquad\rho_{-+}=\tfrac12(\alpha+2i\beta).$$

Let $[g|h]=\iint g(\mathbf r_1)h(\mathbf r_2)/r_{12}$, with no conjugation. It is unchanged when both functions are reflected or rotated together, because $r_{12}$ and the volume elements are unchanged. The reflection $x\to-x$ keeps $\alpha$ and reverses $\beta$, so $[\alpha|\beta]=-[\alpha|\beta]=0$. The rotation $x\to(x+y)/\sqrt2$, $y\to(y-x)/\sqrt2$ takes $xy$ to $(y^2-x^2)/2$, that is $\beta\to-\alpha/2$, so $[\beta|\beta]=\frac14[\alpha|\alpha]$. Then

$$(+-|+-)=\tfrac14\big([\alpha|\alpha]-4i[\alpha|\beta]-4[\beta|\beta]\big)=0,$$

$$(+-|-+)=\tfrac14\big([\alpha|\alpha]+4[\beta|\beta]\big)=2[\beta|\beta]\equiv K,$$

where in the second line the cross terms $+2i[\alpha|\beta]$ and $-2i[\beta|\alpha]$ cancel. In the same way $(-+|-+)=0$ and $(-+|+-)=K$. Here $[\beta|\beta]=(xy|xy)$, the integral with $\rho=p_xp_y$ on both sides, and $K>0$ because $\beta$ is not identically zero. On the pairs $(+-),(-+)$,

$$V\text{ block}=\begin{pmatrix}0&K\\K&0\end{pmatrix},\qquad M\text{ block}=\begin{pmatrix}K&0\\0&K\end{pmatrix},$$

the second following from $M_{(pq),(rs)}=(qp|rs)$, which exchanges the two rows. The vector with components $(1,-1)/\sqrt2$ on these pairs and zero elsewhere gives $c^\dagger Vc=-K$. So the claim as first stated is false for complex orbitals, and it is restored by swapping the two labels of the row pair. The diagonal of $M$ then consists of the exchange integrals, $M_{(pq),(pq)}=(qp|pq)$, which the theorem shows to be non-negative, and positive unless the product $\phi_p^*\phi_q$ vanishes everywhere.

**Q.** Which of your assumptions carry weight? Real calculations use spin orbitals, Slater functions, plane waves.

**A.** The proof of (4) used two properties of $\rho$: that $\|\rho\|_1$ is finite and that $\iint|\rho||\rho|/r_{12}$ is finite. Within that proof boundedness was only a convenient way to secure the second. Continuity entered only in the null-space arguments, where boundedness was used once more to control the Gaussian tail. Gaussian orbitals and Slater orbitals with their cusp satisfy all three conditions. For spin orbitals the pair density becomes $\sum_\sigma\phi_p^*(\mathbf r,\sigma)\phi_q(\mathbf r,\sigma)$, again a bounded integrable function of $\mathbf r$, and the proof of (4) goes through unchanged.

Point charges are excluded. A point charge has $|\hat\rho|=1$ for all $\mathbf k$ and (4) diverges at large $k$. If the infinite self-energies are discarded, the diagonal is zero, and a proton and an electron have the negative energy $-1/R$. The diagonal self-terms are what make the form positive.

Periodic orbitals are not square integrable over all space, so the theorem does not apply to them as it stands. In a cell of volume $\Omega$ with a neutralizing background the kernel is defined by the series $\sum_{\mathbf G\ne0}\frac{4\pi}{\Omega G^2}e^{i\mathbf G\cdot\mathbf r_{12}}$ over reciprocal lattice vectors. The factorization of the plane wave gives $\sum_{\mathbf G\ne0}\frac{4\pi}{\Omega G^2}|\hat\rho(\mathbf G)|^2\ge0$, with $\hat\rho$ integrated over the cell. The form is still non-negative, but a uniform density now also has zero energy, so (6) needs that amendment. Subtracting a constant $C>0$ from a kernel adds $-C|\hat\rho(0)|^2$ to the form, which would be negative for such a uniform density.

A change of basis does no harm. For real orbitals $\phi'_p=\sum_\mu C_{\mu p}\phi_\mu$ the new matrix is $V'=T^TVT$ with $T_{(\mu\nu),(pq)}=C_{\mu p}C_{\nu q}$, so $c^TV'c=(Tc)^TV(Tc)\ge0$. For invertible $C$ the span of the products, and hence the rank, is unchanged. An orthogonal $C$ makes $T$ orthogonal and leaves the eigenvalues unchanged; for other $C$ they change in general.

**Q.** Does any of this survive in a real molecule with a real basis set?

Positivity for the density pairing rests on the kernel's Fourier transform and not on its sign in space; the form vanishes only when the combined density is zero everywhere, and for complex orbitals the claim holds for $M$ but can fail for $V$. What remains is to test these results on a real molecule and to show what they provide for Cholesky factorization and auxiliary-field Monte Carlo.
